**Conversion of hyperpolarizabilities between the T, B and X conventions**

For second-harmonic generation and its static-field-induced form (EFISH), the program tests β^T = 2β^B = 4β^X and γ^T = 6γ^B = 4γ^X. Here β and γ are the first and second hyperpolarizabilities; T denotes Taylor coefficients of the dipole, B its plain power-series coefficients, and X the second-harmonic amplitude divided by the applied field amplitudes. For a three-level model molecule, the program asserts that static coefficients from the field-dependent energy agree with sums over states and with the dipole series. It also asserts the amplitude factors of five other optical processes and, at finite frequency, the factor 4 between sum-over-states values and the dipole of the driven molecule. Quadrature over orientations tests the isotropic averages and the EFISH orientation term, which is μβ_∥/(3kT) in T and X but μβ_∥/(9kT) in B, with μ the permanent dipole, β_∥ the averaged β and kT the thermal energy. The output gives β_∥ = 3933, 1967 and 983 atomic units in T, B and X for the same response. Applying the T and X formula to B data gives 656 atomic units, three times too small.

## Numerical check

```python
"""Conventions for first and second hyperpolarizabilities (beta, gamma).
Result under test, for SHG and EFISH:
    beta_T = 2 beta_B = 4 beta_X,   gamma_T = 6 gamma_B = 4 gamma_X
T: dipole = mu0 + alpha F + beta F^2/2 + gamma F^3/6
B: dipole = mu0 + alpha F + beta F^2 + gamma F^3
X: field F0 + E cos(wt); coefficient of cos(2wt) = beta E^2 + gamma F0 E^2
Also tested: EFISH orientation term mu*beta_par/(3kT) in T and X,
and mu*beta_par/(9kT) in B. Atomic units are used throughout.
The model is a three-level molecule responding only along its own z axis.
"""
import numpy as np
from scipy.constants import physical_constants

levels = np.array([0.0, 0.15, 0.25])
dipole = np.array([[2.0, 2.0, 0.8],
                   [2.0, 5.0, 2.5],
                   [0.8, 2.5, 3.0]])
H0 = np.diag(levels)
mu0 = dipole[0, 0]
omega = 0.04


def close(a, b, rel):
    assert abs(a - b) <= rel * abs(b), (a, b, rel)


# Taylor coefficients of the ground energy from a circle of complex fields.
radius, npts = 0.01, 64
phase = 2 * np.pi * np.arange(npts) / npts
energies = []
for ph in phase:
    ev = np.linalg.eigvals(H0 - dipole * radius * np.exp(1j * ph))
    energies.append(ev[np.argmin(ev.real)])
energies = np.array(energies)
coef = [(np.mean(energies * np.exp(-1j * k * phase)) / radius**k).real
        for k in range(5)]
alpha = -2 * coef[2]
beta_T = -6 * coef[3]
gamma_T = -24 * coef[4]
close(-coef[1], mu0, 1e-9)

# Static sums over states.
gap = levels[1:]
v = dipole[0, 1:]
shifted = dipole[1:, 1:] - mu0 * np.eye(2)
a = v / gap
b = shifted @ a
sum3 = a @ shifted @ a
sum4 = np.sum(b**2 / gap) - np.sum(v**2 / gap) * np.sum(v**2 / gap**2)
close(6 * sum3, beta_T, 1e-8)
close(24 * sum4, gamma_T, 1e-8)


def static_dipole(field):
    _, vec = np.linalg.eigh(H0 - dipole * field)
    return vec[:, 0] @ dipole @ vec[:, 0]


# Dipole power-series coefficients (B) by interpolation of the dipole itself.
nodes = 1e-3 * np.cos(np.pi * (np.arange(9) + 0.5) / 9)
poly = np.polynomial.polynomial.polyfit(
    nodes / 1e-3, [static_dipole(f) for f in nodes], 8)
beta_B = poly[2] / 1e-3**2
gamma_B = poly[3] / 1e-3**3
close(beta_T / beta_B, 2, 1e-6)
close(gamma_T / gamma_B, 6, 1e-6)

# Slow driving: Fourier components of the static dipole function.
theta = 2 * np.pi * np.arange(32) / 32


def harmonic(m, F0, E):
    p = np.array([static_dipole(F0 + E * np.cos(t)) for t in theta])
    return (1 if m == 0 else 2) * np.mean(p * np.cos(m * theta))


s = 1e-4
beta_X = harmonic(2, 0, s) / s**2
gamma_X = (harmonic(2, s, s) - harmonic(2, -s, s)) / (2 * s**3)
pockels = (harmonic(1, s, s) - harmonic(1, -s, s)) / (2 * s**2)
rectified = (harmonic(0, 0, s) - mu0) / s**2
third = harmonic(3, 0, s) / s**3
kerr = (harmonic(1, s, s) + harmonic(1, -s, s)
        - 2 * harmonic(1, 0, s)) / (2 * s**3)
intensity = (harmonic(1, 0, s) - alpha * s) / s**3
for value, target in [(beta_X / beta_T, 1/4), (gamma_X / gamma_T, 1/4),
                      (pockels / beta_T, 1), (rectified / beta_T, 1/4),
                      (third / gamma_T, 1/24), (kerr / gamma_T, 1/2),
                      (intensity / gamma_T, 1/8)]:
    close(value, target, 1e-3)


# Field E exp(-iwt) + c.c. and dipole P exp(-2iwt) + c.c.
def complex_component(F0, E):
    p = np.array([static_dipole(F0 + 2 * E * np.cos(t)) for t in theta])
    return np.mean(p * np.exp(2j * theta)).real


beta_cc = complex_component(0, s) / s**2
gamma_cc = (complex_component(s, s) - complex_component(-s, s)) / (2 * s**3)
close(beta_cc / beta_B, 1, 1e-3)
close(gamma_cc / gamma_B, 3, 1e-3)


def beta_sos(w, F0=0.0):
    """T-convention beta(-2w;w,w) from states dressed by static field F0."""
    e, U = np.linalg.eigh(H0 - dipole * F0)
    M = U.T @ dipole @ U
    g, t = e[1:] - e[0], M[0, 1:]
    S = M[1:, 1:] - M[0, 0] * np.eye(2)
    return 2 * ((t / (g - 2*w)) @ S @ (t / (g - w))
                + (t / (g + w)) @ S @ (t / (g - w))
                + (t / (g + w)) @ S @ (t / (g + 2*w)))


def slope_at_zero(f, h=2e-4):
    return (8 * (f(h) - f(-h)) - (f(2*h) - f(-2*h))) / (12 * h)


def floquet_amplitude(F0, E, w=omega, K=5):
    """cos(2wt) amplitude of the dipole in the periodic driven state."""
    n = 2 * K + 1
    Hs = H0 - dipole * F0
    HF = (np.kron(np.eye(n), Hs)
          + np.kron(np.diag(w * np.arange(-K, K + 1)), np.eye(3))
          - np.kron(np.eye(n, k=1) + np.eye(n, k=-1), dipole * E / 2))
    ground = np.linalg.eigh(Hs)[1][:, 0]
    _, vec = np.linalg.eigh(HF)
    pick = np.argmax(np.abs(ground @ vec[3*K:3*K + 3, :]))
    c = vec[:, pick].reshape(n, 3)
    return 2 * sum(c[k] @ dipole @ c[k + 2] for k in range(n - 2))


def shg_coefficient(F0, E=4e-4):
    """Weak-drive limit of amplitude/E^2, leading E^2 error removed."""
    g1 = floquet_amplitude(F0, E) / E**2
    g2 = floquet_amplitude(F0, E / 2) / (E / 2)**2
    return (4 * g2 - g1) / 3


beta_dyn_T = beta_sos(omega)
gamma_dyn_T = slope_at_zero(lambda f: beta_sos(omega, f))
beta_dyn_X = shg_coefficient(0.0)
gamma_dyn_X = slope_at_zero(shg_coefficient)
close(beta_dyn_T / beta_dyn_X, 4, 1e-5)
close(gamma_dyn_T / gamma_dyn_X, 4, 1e-4)
close(beta_sos(0.0), beta_T, 1e-8)
close(slope_at_zero(lambda f: beta_sos(0.0, f)), gamma_T, 1e-4)

# Isotropic averages for general tensors, by quadrature over the sphere.
rng = np.random.default_rng(4)
tb = rng.normal(size=(3, 3, 3))
tg = rng.normal(size=(3, 3, 3, 3))
x, wx = np.polynomial.legendre.leggauss(12)
avg_b = avg_g = 0.0
for xi, wi in zip(x, wx):
    for phi in 2 * np.pi * np.arange(16) / 16:
        r = np.sqrt(1 - xi**2)
        n = np.array([r * np.cos(phi), r * np.sin(phi), xi])
        avg_b += wi / 32 * xi * np.einsum('ijk,i,j,k', tb, n, n, n)
        avg_g += wi / 32 * np.einsum('ijkl,i,j,k,l', tg, n, n, n, n)
bpar = sum(tb[2, j, j] + tb[j, 2, j] + tb[j, j, 2] for j in range(3)) / 5
gpar = (np.einsum('iijj', tg) + np.einsum('ijij', tg)
        + np.einsum('ijji', tg)) / 15
assert abs(avg_b - bpar / 3) < 1e-12
assert abs(avg_g - gpar) < 1e-12

# EFISH of freely orienting model molecules, directly from driven dipoles.
k_B = physical_constants['kelvin-hartree relationship'][0]
T1, T2 = 300.0, 400.0
F_dc = 2e-6
g_plus = np.array([shg_coefficient(F_dc * xi) for xi in x])
g_minus = np.array([shg_coefficient(-F_dc * xi) for xi in x])


def efish_X(T):
    means = []
    for sign, g in [(1, g_plus), (-1, g_minus)]:
        weight = wx * np.exp(sign * mu0 * F_dc * x / (k_B * T))
        means.append(np.sum(weight * x**3 * g) / np.sum(weight))
    return (means[0] - means[1]) / (2 * F_dc)


bpar_T = 3 * beta_dyn_T / 5
gpar_T = gamma_dyn_T / 5
G1, G2 = efish_X(T1), efish_X(T2)
for T, G in [(T1, G1), (T2, G2)]:
    close(G, gpar_T / 4 + mu0 * (bpar_T / 4) / (3 * k_B * T), 1e-4)
    close(G * 4 / 6, gpar_T / 6 + mu0 * (bpar_T / 2) / (9 * k_B * T), 1e-4)
slope_X = (G1 - G2) / (1 / (k_B * T1) - 1 / (k_B * T2))
slope_B = slope_X * 4 / 6
found_X = 3 * slope_X / mu0
found_B = 9 * slope_B / mu0
wrong_B = 3 * slope_B / mu0
close(found_X, bpar_T / 4, 1e-4)
close(found_B, bpar_T / 2, 1e-4)
close(wrong_B, bpar_T / 6, 1e-4)

au_b = physical_constants['atomic unit of 1st hyperpolarizability'][0]
au_g = physical_constants['atomic unit of 2nd hyperpolarizability'][0]
print("All values in atomic units unless another unit is shown")
print("Level energies (hartree):", levels)
print("Dipole matrix, row 1:", dipole[0])
print("Dipole matrix, row 2:", dipole[1])
print("Dipole matrix, row 3:", dipole[2])
print(f"Optical frequency: {omega:.3f} hartree")
print(f"Static alpha: {alpha:.4f}")
print(f"Energy coefficient of F^3: {coef[3]:.3f}")
print(f"Energy coefficient of F^4: {coef[4]:.2f}")
print(f"Static beta  T, B, X: {beta_T:.2f}, {beta_B:.2f}, {beta_X:.2f}")
print(f"Static gamma T, B, X: {gamma_T:.0f}, {gamma_B:.0f}, {gamma_X:.0f}")
print(f"Static beta ratios  T/B, T/X, B/X: {beta_T/beta_B:.4f}, "
      f"{beta_T/beta_X:.4f}, {beta_B/beta_X:.4f}")
print(f"Static gamma ratios T/B, T/X, B/X: {gamma_T/gamma_B:.4f}, "
      f"{gamma_T/gamma_X:.4f}, {gamma_B/gamma_X:.4f}")
print(f"Pockels amplitude / beta_T: {pockels/beta_T:.5f}")
print(f"Rectification amplitude / beta_T: {rectified/beta_T:.5f}")
print(f"Third-harmonic amplitude / gamma_T: {third/gamma_T:.5f}")
print(f"dc Kerr amplitude / gamma_T: {kerr/gamma_T:.5f}")
print(f"Intensity-dependent amplitude / gamma_T: {intensity/gamma_T:.5f}")
print(f"Field E exp(-iwt)+c.c.: beta/beta_B = {beta_cc/beta_B:.4f}, "
      f"gamma/gamma_B = {gamma_cc/gamma_B:.4f}")
print(f"SHG beta at w, T (sum over states): {beta_dyn_T:.2f}")
print(f"SHG beta at w, X (driven dipole): {beta_dyn_X:.2f}")
print(f"EFISH gamma at w, T (sum over states): {gamma_dyn_T:.0f}")
print(f"EFISH gamma at w, X (driven dipole): {gamma_dyn_X:.0f}")
print(f"Ratios T/X at w, beta and gamma: {beta_dyn_T/beta_dyn_X:.5f}, "
      f"{gamma_dyn_T/gamma_dyn_X:.5f}")
print(f"SHG beta at w, B: {beta_dyn_T/2:.2f}")
print(f"EFISH gamma at w, B: {gamma_dyn_T/6:.0f}")
print(f"Dispersion, value at w / static: beta {beta_dyn_T/beta_T:.4f}, "
      f"gamma {gamma_dyn_T/gamma_T:.4f}")
print(f"SHG beta at w, T, in SI: {beta_dyn_T*au_b:.4e} C^3 m^3 J^-2")
print(f"EFISH gamma at w, T, in SI: {gamma_dyn_T*au_g:.4e} C^4 m^4 J^-3")
print(f"beta_par at w, T, B, X: {bpar_T:.2f}, {bpar_T/2:.2f}, {bpar_T/4:.2f}")
print(f"gamma_par at w, T, B, X: {gpar_T:.0f}, {gpar_T/6:.0f}, {gpar_T/4:.0f}")
print(f"kT at {T1:.0f} K and {T2:.0f} K: {k_B*T1:.6e}, {k_B*T2:.6e} hartree")
print(f"Orientation term at {T1:.0f} K, T: {mu0*bpar_T/(3*k_B*T1):.0f}")
print(f"EFISH total at {T1:.0f} K, T, B, X: {4*G1:.0f}, {4*G1/6:.0f}, {G1:.0f}")
print(f"EFISH total at {T2:.0f} K, T, B, X: {4*G2:.0f}, {4*G2/6:.0f}, {G2:.0f}")
print(f"beta_par from X data with 1/(3kT): {found_X:.2f}")
print(f"beta_par from B data with 1/(9kT): {found_B:.2f}")
print(f"beta_par from B data with wrong 1/(3kT): {wrong_B:.2f}")
print(f"Right / wrong beta_par from B data: {found_B/wrong_B:.4f}")
print("all tests passed")
```

Printed output:

```
All values in atomic units unless another unit is shown
Level energies (hartree): [0.   0.15 0.25]
Dipole matrix, row 1: [2.  2.  0.8]
Dipole matrix, row 2: [2.  5.  2.5]
Dipole matrix, row 3: [0.8 2.5 3. ]
Optical frequency: 0.040 hartree
Static alpha: 58.4533
Energy coefficient of F^3: -756.907
Energy coefficient of F^4: -15203.60
Static beta  T, B, X: 4541.44, 2270.72, 1135.36
Static gamma T, B, X: 364887, 60814, 91219
Static beta ratios  T/B, T/X, B/X: 2.0000, 4.0000, 2.0000
Static gamma ratios T/B, T/X, B/X: 6.0000, 4.0001, 0.6667
Pockels amplitude / beta_T: 1.00001
Rectification amplitude / beta_T: 0.25000
Third-harmonic amplitude / gamma_T: 0.04167
dc Kerr amplitude / gamma_T: 0.49999
Intensity-dependent amplitude / gamma_T: 0.12500
Field E exp(-iwt)+c.c.: beta/beta_B = 1.0000, gamma/gamma_B = 2.9999
SHG beta at w, T (sum over states): 6555.50
SHG beta at w, X (driven dipole): 1638.87
EFISH gamma at w, T (sum over states): 657648
EFISH gamma at w, X (driven dipole): 164412
Ratios T/X at w, beta and gamma: 4.00000, 4.00000
SHG beta at w, B: 3277.75
EFISH gamma at w, B: 109608
Dispersion, value at w / static: beta 1.4435, gamma 1.8023
SHG beta at w, T, in SI: 2.1019e-49 C^3 m^3 J^-2
EFISH gamma at w, T, in SI: 4.1007e-59 C^4 m^4 J^-3
beta_par at w, T, B, X: 3933.30, 1966.65, 983.32
gamma_par at w, T, B, X: 131530, 21922, 32882
kT at 300 K and 400 K: 9.500435e-04, 1.266725e-03 hartree
Orientation term at 300 K, T: 2760083
EFISH total at 300 K, T, B, X: 2891611, 481935, 722903
EFISH total at 400 K, T, B, X: 2201591, 366932, 550398
beta_par from X data with 1/(3kT): 983.32
beta_par from B data with 1/(9kT): 1966.65
beta_par from B data with wrong 1/(3kT): 655.55
Right / wrong beta_par from B data: 3.0000
all tests passed
```
